# The SHARC Gradient of Spin-Orbit States and Its Rotational Invariance: a program that tests the result

```python
"""Gradient of spin-orbit (diagonal) states from spin-free quantities.

Result under test, for H = diag(E) + V and H u_i = eps_i u_i:
  d eps_i = g_i + u_i^+ <dVop> u_i + u_i^+ Leak u_i
  g_i = sum_ba conj(U_bi) U_ai [delta_ba dE_a + (E_a - E_b) K_ba]
E: spin-free energies; K_ba = <b|d a>: derivative couplings;
V: spin-orbit matrix; dVop: derivative of the spin-orbit operator;
Leak: response through spin-free states outside the model space.
Complete multiplets must give rotationally invariant energies.

Model: two electrons in a p shell, central atom and two ligands.
Atomic units are used throughout. Derivatives are finite differences.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

# Round model parameters (hartree, bohr)
FIELD, DECAY, R0 = 0.04, 1.0, 3.6
EXCHANGE, STIFFNESS = 0.02, 0.1
XI, ZETA = 0.01, 0.001
# Unequal decay rates give field and spin-orbit tensors different axes
SOC_DECAY = 2.0
R1, R2, ANGLE = 3.4, 3.9, 105.0
STEP = 1e-4

# One-electron angular momentum in the real p basis, and spin
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0
orb = -1j * eps
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)
I2, I3, I4 = np.eye(2), np.eye(3), np.eye(4)

# Antisymmetric two-electron basis: 6 singlets, then 3 triplets (M=1,0,-1)
sym, anti = [], []
for i in range(3):
    sym.append(np.kron(I3[i], I3[i]))
    for j in range(i + 1, 3):
        a, b = np.kron(I3[i], I3[j]), np.kron(I3[j], I3[i])
        sym.append((a + b) / np.sqrt(2))
        anti.append((a - b) / np.sqrt(2))
sym, anti = np.array(sym).T, np.array(anti).T
singlet = np.array([[0, 1, -1, 0]]).T / np.sqrt(2)
triplet = np.array([[1, 0, 0, 0], [0, 1 / np.sqrt(2), 1 / np.sqrt(2), 0],
                    [0, 0, 0, 1]]).T
basis = np.hstack([np.kron(sym, singlet), np.kron(anti, triplet)])

# Products l_j s_k summed over the two electrons, in the 15-state basis
ls = np.zeros((3, 3, 15, 15), dtype=complex)
for j in range(3):
    for k in range(3):
        pair = (np.kron(np.kron(orb[j], I3), np.kron(spin[k], I2))
                + np.kron(np.kron(I3, orb[j]), np.kron(I2, spin[k])))
        ls[j, k] = basis.T @ pair @ basis

# Electron repulsion of the p shell, up to a constant
swap = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap[3 * i + j, 3 * j + i] = 1.0
trace_vector = I3.ravel()
repulsion = EXCHANGE * (swap + np.outer(trace_vector, trace_vector))


def bonds(R):
    d = R[1:] - R[0]
    r = np.linalg.norm(d, axis=1)
    return r, d / r[:, None]


def spatial_hamiltonian(R):
    r, n = bonds(R)
    h = np.einsum('a,ai,aj->ij', FIELD * np.exp(-DECAY * (r - R0)), n, n)
    core = 0.5 * STIFFNESS * np.sum((r - R0)**2)
    return np.kron(h, I3) + np.kron(I3, h) + repulsion + core * np.eye(9)


def soc_operator(R, zeta, decay=SOC_DECAY):
    r, n = bonds(R)
    tensor = XI * I3 + np.einsum(
        'a,ai,aj->ij', zeta * np.exp(-decay * (r - R0)), n, n)
    return np.einsum('jk,jkab->ab', tensor, ls)


def full_operator(R, zeta, decay=SOC_DECAY):
    h0 = basis.T @ np.kron(spatial_hamiltonian(R), I4) @ basis
    return h0 + soc_operator(R, zeta, decay)


def spin_free(R, reference=None):
    """Energies and states; signs follow the reference when given."""
    h = spatial_hamiltonian(R)
    es, cs = np.linalg.eigh(sym.T @ h @ sym)
    et, ct = np.linalg.eigh(anti.T @ h @ anti)
    C = block_diag(cs, np.kron(ct, I3))
    if reference is not None:
        C = C * np.sign(np.sum(reference * C, axis=0))
    return np.concatenate([es, np.repeat(et, 3)]), C


def derivative(f, R):
    """Fourth-order central difference for each atom and direction."""
    rows = []
    for a in range(3):
        for x in range(3):
            D = np.zeros((3, 3))
            D[a, x] = STEP
            rows.append((8 * (f(R + D) - f(R - D))
                         - (f(R + 2 * D) - f(R - 2 * D))) / (12 * STEP))
    rows = np.array(rows)
    return rows.reshape((3, 3) + rows.shape[1:])


def eigenvalue_gradient(R, zeta, keep):
    def values(X):
        C = spin_free(X)[1]
        H = C.T @ full_operator(X, zeta) @ C
        return np.linalg.eigvalsh(H[np.ix_(keep, keep)])
    return derivative(values, R)


def analyse(R, zeta, keep):
    """All terms of the gradient, for the spin-free states in keep."""
    keep = np.array(keep)
    out = np.array([s for s in range(15) if s not in keep], dtype=int)
    E, C = spin_free(R)
    dE = derivative(lambda X: spin_free(X)[0], R)
    dC = derivative(lambda X: spin_free(X, C)[1], R)
    K = np.einsum('ab,xyac->xybc', C, dC)
    V = C.T @ soc_operator(R, zeta) @ C
    dV_operator = C.T @ derivative(lambda X: soc_operator(X, zeta), R) @ C

    def soc_matrix(X):
        c = spin_free(X, C)[1]
        return c.T @ soc_operator(X, zeta) @ c
    dV_matrix = derivative(soc_matrix, R)

    def block(M, rows, cols):
        return M[..., rows[:, None], cols[None, :]]
    energies, U = np.linalg.eigh(block(np.diag(E) + V, keep, keep))

    def mean(M):
        return np.einsum('bi,xybc,ci->xyi', U.conj(), M, U).real
    leak = (block(V, keep, out) @ block(K, out, keep)
            - block(K, keep, out) @ block(V, out, keep))
    result = dict(E=E, C=C, dE=dE, K=K, energies=energies, U=U)
    result['weighted'] = np.einsum('bi,xyb->xyi', abs(U)**2, dE[..., keep])
    result['coupling'] = mean(block((E[None, :] - E[:, None]) * K, keep, keep))
    result['sharc'] = result['weighted'] + result['coupling']
    result['operator'] = mean(block(dV_operator, keep, keep))
    result['matrix'] = mean(block(dV_matrix, keep, keep))
    result['leak'] = mean(leak)
    return result


def torque(R, g):
    return np.einsum('kij,ai,ajn->kn', eps, R, g)


def operator_torque(R, decay):
    """Torque of the spin-orbit operator derivative, in a fixed basis."""
    U = np.linalg.eigh(full_operator(R, ZETA, decay))[1]
    dV = derivative(lambda X: soc_operator(X, ZETA, decay), R)
    return torque(R, np.einsum('bi,xybc,ci->xyi', U.conj(), dV, U).real)


def close(a, b, tolerance=1e-8):
    return np.max(np.abs(a - b)) < tolerance


theta = np.radians(ANGLE)
R = np.array([[0, 0, 0], [R1, 0, 0],
              [R2 * np.cos(theta), R2 * np.sin(theta), 0]], dtype=float)
everything = list(range(15))

# Full operator in a fixed basis: reference that uses no spin-free states
direct = derivative(
    lambda X: np.linalg.eigvalsh(full_operator(X, ZETA)), R)
direct_fixed = derivative(
    lambda X: np.linalg.eigvalsh(full_operator(X, 0.0)), R)
A = analyse(R, ZETA, everything)
F = analyse(R, 0.0, everything)
assert close(F['sharc'], direct_fixed)
assert close(A['weighted'] + A['matrix'], direct)
assert close(A['sharc'] + A['operator'], direct)

# Truncated space: lowest singlet and two lowest complete triplets
small = [0] + list(range(6, 12))
T = analyse(R, ZETA, small)
small_direct = eigenvalue_gradient(R, ZETA, small)
assert close(T['weighted'] + T['matrix'], small_direct)
assert close(T['sharc'] + T['operator'] + T['leak'], small_direct)

# Reduction of the state sum to multiplets
first = [0, 1, 2, 3, 4, 5, 6, 9, 12]
members = [[s] for s in range(6)] + [list(range(s, s + 3)) for s in (6, 9, 12)]
names = ['S%d' % n for n in range(1, 7)] + ['T1', 'T2', 'T3']
state = 3
u = A['U'][:, state]
weights = np.array([np.sum(abs(u[m])**2) for m in members])
reduced = np.einsum('n,xyn->xy', weights, A['dE'][..., first])
pairs = []
for n in range(9):
    for m in range(n + 1, 9):
        if (n < 6) == (m < 6):
            rho = np.vdot(u[members[n]], u[members[m]]).real
            gap = A['E'][first[m]] - A['E'][first[n]]
            K_nm = A['K'][:, :, first[n], first[m]]
            term = 2 * rho * gap * K_nm
            reduced = reduced + term
            pairs.append((n, m, rho, gap, K_nm, term))
assert close(reduced, A['sharc'][..., state])

# Rotation of the nuclei with laboratory spin axes held fixed
rotvec = np.array([0.5, 0.7, -0.3])
O = Rotation.from_rotvec(rotvec).as_matrix()
RR = R @ O.T
B = analyse(RR, ZETA, everything)
rotate_orbitals = basis.T @ np.kron(np.kron(O, O), I4) @ basis
C_rot = spin_free(RR, rotate_orbitals @ A['C'])[1]
one_spin = expm(-1j * np.einsum('k,kab->ab', rotvec, spin))
D1 = triplet.T @ np.kron(one_spin, one_spin) @ triplet
D = block_diag(np.eye(6), np.kron(I3, D1))
H_old = A['C'].T @ full_operator(R, ZETA) @ A['C']
H_new = C_rot.T @ full_operator(RR, ZETA) @ C_rot
assert close(H_new, D @ H_old @ D.conj().T, 1e-11)
assert close(A['energies'], B['energies'], 1e-12)
assert close(np.einsum('jk,akn->ajn', O, A['sharc']), B['sharc'])
v = B['U'][:, state]
new_weights = np.array([np.sum(abs(v[m])**2) for m in members])
assert close(weights, new_weights, 1e-10)
top = 6 + int(np.argmax(weights[6:]))
old_parts, new_parts = abs(u[members[top]])**2, abs(v[members[top]])**2
assert np.max(abs(old_parts - new_parts)) > 1e-3

# Torque: complete sets versus neglected operator derivative
assert close(torque(R, direct), 0)
assert close(torque(R, A['weighted']), 0)
assert close(torque(R, F['sharc']), 0)
assert close(torque(R, small_direct), 0)
torque_sharc = torque(R, A['sharc'])
assert close(torque_sharc, -operator_torque(R, SOC_DECAY))
assert np.max(abs(torque_sharc)) > 1e-7
# Equal decay rates make the two tensors coaxial: symmetry forbids torque
coaxial_torque = operator_torque(R, DECAY)
assert close(coaxial_torque, 0)

# Incomplete multiplets: all singlets but only M=0 of each triplet
only_zero = list(range(6)) + [7, 10, 13]
ix = np.ix_(only_zero, only_zero)
zero_old, zero_new = np.linalg.eigvalsh(H_old[ix]), np.linalg.eigvalsh(H_new[ix])
change = abs(zero_new - zero_old)
worst = int(np.argmax(change))
zero_torque = np.linalg.norm(
    torque(RR, eigenvalue_gradient(RR, ZETA, only_zero)), axis=0)
assert change[worst] > 1e-4
assert np.max(zero_torque) > 1e-5

# Ligand 1: outward along its bond, and in-plane at right angles to it
along = bonds(R)[1][0]
across = np.cross([0.0, 0.0, 1.0], along)


def two(g):
    return g[1] @ along, g[1] @ across


print('Bond lengths %.1f, %.1f bohr; angle %.0f degrees' % (R1, R2, ANGLE))
print('Ligand field %.3f hartree at %.1f bohr' % (FIELD, R0))
print('Decay of field, ligand spin-orbit %.1f, %.1f 1/bohr'
      % (DECAY, SOC_DECAY))
print('Exchange parameter %.3f hartree' % EXCHANGE)
print('Bond stiffness %.2f hartree/bohr^2' % STIFFNESS)
print('Central, ligand spin-orbit %.3f, %.3f hartree' % (XI, ZETA))
print('Multiplet: E (hartree), weight in state 4,')
print('  dE along, across bond 1 (hartree/bohr)')
for n in range(9):
    ga, gc = two(A['dE'][..., first[n]])
    print('%s %.6f %.6f %.6f %.6f'
          % (names[n], A['E'][first[n]], weights[n], ga, gc))
print('Lowest 7 spin-orbit energies (hartree):')
print(' '.join('%.6f' % e for e in A['energies'][:7]))
print('Smallest gap of all 15 states %.2e hartree'
      % np.min(np.diff(A['energies'])))
print('State 4 gradient on ligand 1: along, across (hartree/bohr)')
for label, g in [('weighted spin-free', A['weighted']),
                 ('coupling term', A['coupling']),
                 ('SHARC sum', A['sharc']),
                 ('operator derivative', A['operator']),
                 ('derivative of eigenvalue', direct)]:
    print('%s: %.7f %.7f' % ((label,) + two(g[..., state])))
factor = (physical_constants['Hartree energy in eV'][0]
          / (physical_constants['Bohr radius'][0] * 1e10))
print('SHARC sum: %.5f %.5f eV/angstrom'
      % tuple(factor * x for x in two(A['sharc'][..., state])))
n, m, rho, gap, K_nm, term = max(pairs, key=lambda p: abs(two(p[5])[1]))
print('Largest pair term across: %s,%s' % (names[n], names[m]))
print('  Re rho %.6f, energy gap %.6f hartree' % (rho, gap))
print('  K %.6f 1/bohr, term %.7f hartree/bohr'
      % (two(K_nm)[1], two(term)[1]))
print('Largest error, 15 states, fixed operator: %.1e hartree/bohr'
      % np.max(abs(F['sharc'] - direct_fixed)))
print('7-state space, state 4: along, across (hartree/bohr)')
for label, g in [('SHARC sum', T['sharc']),
                 ('operator derivative', T['operator']),
                 ('omitted-state response', T['leak']),
                 ('derivative of eigenvalue', small_direct)]:
    print('%s: %.7f %.7f' % ((label,) + two(g[..., state])))
print('Rotation vector (rad): %.1f %.1f %.1f' % tuple(rotvec))
print('%s weights M=1,0,-1 before: %.6f %.6f %.6f'
      % ((names[top],) + tuple(old_parts)))
print('%s weights M=1,0,-1 after: %.6f %.6f %.6f'
      % ((names[top],) + tuple(new_parts)))
print('%s summed weight before, after: %.6f %.6f'
      % (names[top], weights[top], new_weights[top]))
print('State 4 energy before, after: %.8f %.8f hartree'
      % (A['energies'][state], B['energies'][state]))
print('State 4 torque of SHARC sum: %.2e hartree/rad'
      % np.linalg.norm(torque_sharc[:, state]))
print('Largest torque of SHARC sum, 15 states: %.2e hartree/rad'
      % np.max(np.linalg.norm(torque_sharc, axis=0)))
print('Same with equal decay rates: %.1e hartree/rad'
      % np.max(np.linalg.norm(coaxial_torque, axis=0)))
print('State 4 torque of exact gradient: %.1e hartree/rad'
      % np.linalg.norm(torque(R, direct)[:, state]))
print('M=0 only, state %d before, after: %.6f %.6f hartree'
      % (worst + 1, zero_old[worst], zero_new[worst]))
print('M=0 only, largest torque after: %.6f hartree/rad'
      % np.max(zero_torque))
print('all good')
```

Running it gives:

```
Bond lengths 3.4, 3.9 bohr; angle 105 degrees
Ligand field 0.040 hartree at 3.6 bohr
Decay of field, ligand spin-orbit 1.0, 2.0 1/bohr
Exchange parameter 0.020 hartree
Bond stiffness 0.10 hartree/bohr^2
Central, ligand spin-orbit 0.010, 0.001 hartree
Multiplet: E (hartree), weight in state 4,
  dE along, across bond 1 (hartree/bohr)
S1 0.038126 0.475553 -0.021848 0.001013
S2 0.051983 0.000000 -0.023842 0.007736
S3 0.079505 0.000000 -0.065014 -0.007736
S4 0.093854 0.003405 -0.039262 0.010244
S5 0.104989 0.000003 -0.068856 -0.000000
S6 0.164497 0.001091 -0.096603 -0.011256
T1 0.011983 0.088450 -0.023842 0.007736
T2 0.039505 0.431364 -0.065014 -0.007736
T3 0.064989 0.000135 -0.068856 0.000000
Lowest 7 spin-orbit energies (hartree):
0.007829 0.010914 0.011179 0.034615 0.037202 0.039726 0.042848
Smallest gap of all 15 states 2.64e-04 hartree
State 4 gradient on ligand 1: along, across (hartree/bohr)
weighted spin-free: -0.0407918 -0.0021485
coupling term: 0.0004107 0.0004500
SHARC sum: -0.0403811 -0.0016985
operator derivative: -0.0003133 -0.0001805
derivative of eigenvalue: -0.0406944 -0.0018790
SHARC sum: -2.07648 -0.08734 eV/angstrom
Largest pair term across: S1,S4
  Re rho -0.040241, energy gap 0.055728 hartree
  K -0.082604 1/bohr, term 0.0003705 hartree/bohr
Largest error, 15 states, fixed operator: 1.3e-12 hartree/bohr
7-state space, state 4: along, across (hartree/bohr)
SHARC sum: -0.0394306 -0.0017672
operator derivative: -0.0004346 -0.0001788
omitted-state response: 0.0006336 0.0004422
derivative of eigenvalue: -0.0392316 -0.0015038
Rotation vector (rad): 0.5 0.7 -0.3
T2 weights M=1,0,-1 before: 0.215682 0.000000 0.215682
T2 weights M=1,0,-1 after: 0.212818 0.005728 0.212818
T2 summed weight before, after: 0.431364 0.431364
State 4 energy before, after: 0.03461527 0.03461527 hartree
State 4 torque of SHARC sum: 2.49e-04 hartree/rad
Largest torque of SHARC sum, 15 states: 2.49e-04 hartree/rad
Same with equal decay rates: 1.1e-14 hartree/rad
State 4 torque of exact gradient: 1.5e-12 hartree/rad
M=0 only, state 3 before, after: 0.037824 0.039200 hartree
M=0 only, largest torque after: 0.005869 hartree/rad
all good
```
